# Capacitance and the Centroid of Bias-Induced Charge in a Schottky Structure: a numerical check

```python
"""
Result under test: in a one-dimensional Schottky structure of uniform permittivity,
    permittivity / (capacitance per area) = centroid of the charge change,
where the centroid is integral(x * delta_rho) / integral(delta_rho), x is the
distance from the metal, and delta_rho is the bias-induced change of charge density.

Symbols: u = (potential - bulk potential)/(kT/q); d = relative permittivity * du/dx;
lengths in nm, densities in cm^-3. Electrons follow n = n_bulk * exp(u).
Poisson's equation is integrated from neutral bulk to the metal. The capacitance
comes from surface displacement and voltage, the centroid from the charge profile.
"""
import math
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson, cumulative_trapezoid
from scipy.optimize import brentq

q, eps0, kB = const.e, const.epsilon_0, const.k
hbar, h, m0 = const.hbar, const.h, const.m_e

# Rough typical values for a nickel-silicide-like contact on n-type silicon
T = 300.0
eps_si = 11.7
donors = 1e16
barrier = 0.70
reverse_bias = 2.0
half_swing = 0.005
electron_dos_mass = 1.08
length = 1500.0
VT = kB * T / q
poisson_factor = q * 1e6 * 1e-18 / (eps0 * VT)   # nm^-2 per cm^-3
grid = np.linspace(0.0, length, 6001)
trap_ratio = 1e6   # bulk electron density / trap half-filling electron density


def band_density(mass, temperature):
    """Effective density of states in cm^-3."""
    return 2e-6 * (2 * math.pi * mass * m0 * kB * temperature / h**2) ** 1.5


def ramp(x, start, end, left, right):
    t = min(max((x - start) / (end - start), 0.0), 1.0)
    return left + (right - left) * t * t * (3 - 2 * t)


def structure(bulk=donors, doping=None, permittivity=None, traps=0.0):
    return SimpleNamespace(
        bulk=bulk, traps=traps,
        doping=doping or (lambda x: bulk),
        permittivity=permittivity or (lambda x: eps_si))


def empty_trap_change(u, lib=np):
    """Change of the empty (positive) deep-donor fraction from its bulk value."""
    return (-trap_ratio * lib.expm1(u)
            / ((1 + trap_ratio * lib.exp(u)) * (1 + trap_ratio)))


def integrate(s, log_start, points=None):
    """March from bulk to metal; log_start sets the tiny bulk band bending."""
    def rhs(x, y):
        u = min(y[0], 5.0)
        rho = s.doping(x) - s.bulk - s.bulk * math.expm1(u)
        if s.traps:
            rho += s.traps * empty_trap_change(u, math)
        return [y[1] / s.permittivity(x), -poisson_factor * rho]

    def runaway(x, y):
        return y[0] - 2.0
    runaway.terminal = True

    a = math.exp(log_start)
    eps_end = s.permittivity(length)
    debye = math.sqrt(eps_end / (poisson_factor * s.bulk))
    return solve_ivp(rhs, (length, 0.0), [-a, eps_end * a / debye],
                     method="DOP853", rtol=1e-11, atol=1e-30,
                     t_eval=points, events=runaway)


def solve(s, bending):
    """Potential profile and surface d for a given band bending in volts."""
    def mismatch(log_start):
        return integrate(s, log_start).y[0, -1] + bending / VT
    root = brentq(mismatch, -60.0, 0.0, xtol=1e-10)
    sol = integrate(s, root, grid[::-1])
    assert sol.success and sol.y.shape[1] == grid.size
    return sol.y[0, ::-1], sol.y[1, -1]


def compare(s, low, high):
    """Capacitance and charge centroid for a change between two band bendings."""
    u1, d1 = solve(s, low)
    u2, d2 = solve(s, high)
    electrons = -s.bulk * (np.expm1(u2) - np.expm1(u1))
    traps = s.traps * (empty_trap_change(u2) - empty_trap_change(u1))
    rho = electrons + traps
    total = simpson(rho, x=grid)
    # Gauss's law: profile charge balances the change of metal charge
    assert abs(poisson_factor * total / (d2 - d1) - 1) < 1e-5
    # the charge change has one sign
    assert np.all(rho >= -1e-9 * rho.max())
    cap_over_eps0 = -(d2 - d1) / (u2[0] - u1[0])   # nm^-1
    return SimpleNamespace(
        cap=cap_over_eps0 * eps0 * 1e9 * 1e5,     # nF/cm^2
        inverse=1 / cap_over_eps0, eps_over_c=eps_si / cap_over_eps0,
        centroid=simpson(grid * rho, x=grid) / total,
        rho=rho, electrons=electrons, traps=traps, total=total,
        dV=VT * (u2[0] - u1[0]), dQ=-q * total * 1e-7 * 1e9,
        surface_d=(d1 + d2) / 2)


def uniform_width(bending, temperature=T):
    """eps/C from the first integral for uniform doping, in nm."""
    vt = kB * temperature / q
    v = bending / vt
    debye = math.sqrt(eps_si * eps0 * vt / (q * donors * 1e6)) * 1e9
    return debye * math.sqrt(2 * (v + math.expm1(-v))) / -math.expm1(-v)


Nc = band_density(electron_dos_mass, T)
bulk_gap = VT * math.log(Nc / donors)
built_in = barrier - bulk_gap
bending = built_in + reverse_bias
debye = math.sqrt(eps_si / (poisson_factor * donors))
uniform = structure()

# Main example, a large swing, and weak band bending
main = compare(uniform, bending - half_swing, bending + half_swing)
large = compare(uniform, built_in + 1.0, built_in + 3.0)
weak_bending = 0.06
weak = compare(uniform, weak_bending - 1e-4, weak_bending + 1e-4)
# Depletion edge inside a doping grade
bulk_graded = 3e16
graded_s = structure(bulk=bulk_graded,
                     doping=lambda x: ramp(x, 150, 400, 1e16, bulk_graded))
graded_bending = 1.5
graded = compare(graded_s, graded_bending - half_swing, graded_bending + half_swing)
# Deep donor whose occupation follows the bias
trap_density = 1e16
trap = compare(structure(traps=trap_density),
               bending - half_swing, bending + half_swing)
for case in (main, large, weak, graded, trap):
    assert abs(case.eps_over_c / case.centroid - 1) < 1e-5

# Independent first-integral result for uniform doping
assert abs(main.eps_over_c / uniform_width(bending) - 1) < 2e-5
assert abs(weak.eps_over_c / uniform_width(weak_bending) - 1) < 2e-5
sharp_main = debye * math.sqrt(2 * bending / VT)
sharp_weak = debye * math.sqrt(2 * weak_bending / VT)
assert abs(sharp_weak / weak.centroid - 1) > 0.05

# Two charge layers: little charge changes at the centroid itself
trap_total = simpson(trap.traps, x=grid)
trap_mean = simpson(grid * trap.traps, x=grid) / trap_total
electron_mean = (simpson(grid * trap.electrons, x=grid)
                 / simpson(trap.electrons, x=grid))
local_ratio = np.interp(trap.centroid, grid, trap.rho) / trap.rho.max()
assert trap_mean < trap.centroid < electron_mean and local_ratio < 0.1

# Nonuniform permittivity: simple statement fails, weighted statement holds
eps_surface = 16.0
varied_s = structure(permittivity=lambda x: ramp(x, 0, 500, eps_surface, eps_si))
varied = compare(varied_s, bending - half_swing, bending + half_swing)
eps_grid = np.array([varied_s.permittivity(x) for x in grid])
weight = cumulative_trapezoid(1 / eps_grid, grid, initial=0)
weighted = simpson(weight * varied.rho, x=grid) / varied.total
assert abs(varied.inverse / weighted - 1) < 1e-5
for eps_choice in (eps_si, eps_surface):
    assert abs(eps_choice * varied.inverse / varied.centroid - 1) > 0.02

spread = math.sqrt(simpson((grid - main.centroid)**2 * main.rho, x=grid) / main.total)

# Sizes of neglected effects, with rough inputs
field = main.surface_d / eps_si * VT * 1e9          # V/m
breakdown = 0.4                                     # MV/cm
image = math.sqrt(q * field / (4 * math.pi * eps_si * eps0))
tunnel_mass = 0.26
E00 = hbar / 2 * math.sqrt(donors * 1e6 / (tunnel_mass * m0 * eps_si * eps0))
oxide, eps_oxide = 1.0, 3.9
oxide_error = (eps_si / eps_oxide - 1) * oxide
screening = 0.05
metal_shift = eps_si * screening                    # metal background permittivity 1
radius = 250.0                                      # micrometres
mobility, wafer, frequency = 1200.0, 0.05, 1e6      # cm2/Vs, cm, Hz
resistance = wafer / (q * donors * mobility)
phase = 2 * math.pi * frequency * resistance * main.cap * 1e-9
hole_ratio = band_density(1.0, T) * math.exp(-(1.12 - barrier) / VT) / donors
neutral = 2 * donors / Nc * math.exp(0.045 / VT)
hot = 400.0
hot_bending = (barrier + reverse_bias - kB * hot / q
               * math.log(band_density(electron_dos_mass, hot) / donors))
assert field * 1e-8 < breakdown

print(f"Temperature: {T:.0f} K; relative permittivity: {eps_si}")
print(f"Donor density: {donors:.1e} cm^-3; barrier: {barrier:.2f} eV")
print(f"Reverse bias: {reverse_bias:.2f} V; total swing: {2000*half_swing:.1f} mV")
print(f"Thermal voltage: {VT*1000:.3f} mV; Debye length: {debye:.2f} nm")
print(f"Conduction-band density of states: {Nc:.3e} cm^-3")
print(f"Bulk band edge minus Fermi level: {bulk_gap:.4f} eV")
print(f"Zero-bias band bending: {built_in:.4f} V; at bias: {bending:.4f} V")
print(f"Main voltage change, metal to bulk: {main.dV*1000:.4f} mV")
print(f"Main metal charge change: {main.dQ:.5f} nC/cm^2")
print(f"Main capacitance: {main.cap:.4f} nF/cm^2")
print(f"Main permittivity/capacitance: {main.eps_over_c:.4f} nm")
print(f"Main charge-change centroid: {main.centroid:.4f} nm")
print(f"Main first-integral width: {uniform_width(bending):.4f} nm")
print(f"Main sharp-edge width without thermal correction: {sharp_main:.2f} nm")
print(f"Main standard deviation of charge change: {spread:.2f} nm")
print(f"1 V to 3 V reverse, permittivity/capacitance: {large.eps_over_c:.4f} nm")
print(f"1 V to 3 V reverse, centroid: {large.centroid:.4f} nm")
print(f"Weak bending: {weak_bending:.3f} V; sharp-edge width: {sharp_weak:.2f} nm")
print(f"Weak bending, permittivity/capacitance: {weak.eps_over_c:.4f} nm")
print(f"Weak bending, centroid: {weak.centroid:.4f} nm")
print(f"Graded doping: 1e16 to {bulk_graded:.0e} cm^-3 over 150 to 400 nm")
print(f"Graded doping, band bending: {graded_bending:.2f} V")
print(f"Graded doping, permittivity/capacitance: {graded.eps_over_c:.4f} nm")
print(f"Graded doping, centroid: {graded.centroid:.4f} nm")
print(f"Deep-donor density: {trap_density:.1e} cm^-3")
print(f"Deep-donor half-filling electron density: {donors/trap_ratio:.1e} cm^-3")
print(f"Deep donor, permittivity/capacitance: {trap.eps_over_c:.4f} nm")
print(f"Deep donor, total centroid: {trap.centroid:.4f} nm")
print(f"Deep donor, trap mean: {trap_mean:.2f} nm; electron mean: {electron_mean:.2f} nm")
print(f"Deep donor, trap share of charge change: {trap_total/trap.total:.4f} (no unit)")
print(f"Deep donor, density at centroid/peak density: {local_ratio:.4f} (no unit)")
print(f"Graded permittivity: {eps_surface} to {eps_si} over 0 to 500 nm (no unit)")
print(f"Graded permittivity, centroid: {varied.centroid:.2f} nm")
print(f"Graded permittivity, bulk value/capacitance: {varied.eps_over_c:.2f} nm")
print(f"Graded permittivity, surface value/C: {eps_surface*varied.inverse:.2f} nm")
print(f"Graded permittivity, vacuum permittivity/C: {varied.inverse:.5f} nm")
print(f"Graded permittivity, weighted charge mean: {weighted:.5f} nm")
print(f"Peak field: {field*1e-8:.4f} MV/cm; rough breakdown: {breakdown:.1f} MV/cm")
print(f"Image-force lowering: {image*1000:.1f} meV")
print(f"Tunnelling energy: {E00*1000:.3f} meV (rough mass {tunnel_mass} m_e)")
print(f"Oxide: {oxide:.1f} nm, relative permittivity {eps_oxide}")
print(f"Oxide excess of permittivity/C over centroid: {oxide_error:.2f} nm")
print(f"Metal screening: {screening:.2f} nm; added apparent width: {metal_shift:.2f} nm")
print(f"Contact radius: {radius:.0f} um; width/radius: {main.centroid/1000/radius:.5f}")
print(f"Wafer: {wafer*1e4:.0f} um; mobility: {mobility:.0f} cm2/Vs")
print(f"Series resistance: {resistance:.4f} ohm cm^2; frequency: {frequency/1e6:.1f} MHz")
print(f"Relative parallel-capacitance loss: {phase**2/(1+phase**2):.2e} (no unit)")
print(f"Zero-bias surface holes/donors: {hole_ratio:.2e} (no unit)")
print(f"Bulk electrons/band density: {donors/Nc:.2e} (no unit)")
print(f"Estimated neutral donor fraction: {neutral:.4f} (no unit)")
print(f"Width at {hot:.0f} K, same barrier: {uniform_width(hot_bending, hot):.2f} nm")
print("OK")
```

Running it gives:

```
Temperature: 300 K; relative permittivity: 11.7
Donor density: 1.0e+16 cm^-3; barrier: 0.70 eV
Reverse bias: 2.00 V; total swing: 10.0 mV
Thermal voltage: 25.852 mV; Debye length: 40.88 nm
Conduction-band density of states: 2.816e+19 cm^-3
Bulk band edge minus Fermi level: 0.2053 eV
Zero-bias band bending: 0.4947 V; at bias: 2.4947 V
Main voltage change, metal to bulk: -10.0000 mV
Main metal charge change: -0.18334 nC/cm^2
Main capacitance: 18.3343 nF/cm^2
Main permittivity/capacitance: 565.0277 nm
Main charge-change centroid: 565.0277 nm
Main first-integral width: 565.0280 nm
Main sharp-edge width without thermal correction: 567.98 nm
Main standard deviation of charge change: 57.82 nm
1 V to 3 V reverse, permittivity/capacitance: 552.7886 nm
1 V to 3 V reverse, centroid: 552.7886 nm
Weak bending: 0.060 V; sharp-edge width: 88.09 nm
Weak bending, permittivity/capacitance: 76.3768 nm
Weak bending, centroid: 76.3768 nm
Graded doping: 1e16 to 3e+16 cm^-3 over 150 to 400 nm
Graded doping, band bending: 1.50 V
Graded doping, permittivity/capacitance: 336.3610 nm
Graded doping, centroid: 336.3610 nm
Deep-donor density: 1.0e+16 cm^-3
Deep-donor half-filling electron density: 1.0e+10 cm^-3
Deep donor, permittivity/capacitance: 385.8981 nm
Deep donor, total centroid: 385.8981 nm
Deep donor, trap mean: 282.91 nm; electron mean: 488.89 nm
Deep donor, trap share of charge change: 0.5000 (no unit)
Deep donor, density at centroid/peak density: 0.0300 (no unit)
Graded permittivity: 16.0 to 11.7 over 0 to 500 nm (no unit)
Graded permittivity, centroid: 621.76 nm
Graded permittivity, bulk value/capacitance: 549.17 nm
Graded permittivity, surface value/C: 751.01 nm
Graded permittivity, vacuum permittivity/C: 46.93802 nm
Graded permittivity, weighted charge mean: 46.93802 nm
Peak field: 0.0874 MV/cm; rough breakdown: 0.4 MV/cm
Image-force lowering: 32.8 meV
Tunnelling energy: 1.065 meV (rough mass 0.26 m_e)
Oxide: 1.0 nm, relative permittivity 3.9
Oxide excess of permittivity/C over centroid: 2.00 nm
Metal screening: 0.05 nm; added apparent width: 0.58 nm
Contact radius: 250 um; width/radius: 0.00226
Wafer: 500 um; mobility: 1200 cm2/Vs
Series resistance: 0.0260 ohm cm^2; frequency: 1.0 MHz
Relative parallel-capacitance loss: 8.98e-06 (no unit)
Zero-bias surface holes/donors: 2.21e-04 (no unit)
Bulk electrons/band density: 3.55e-04 (no unit)
Estimated neutral donor fraction: 0.0040 (no unit)
Width at 400 K, same barrier: 554.41 nm
OK
```
